\section*{Cubic-cost Casida matrices from pivoted interpolation of orbital pair products}

\section{Compressing the response of a large insulator}

Light shining on an insulator mixes occupied orbitals with empty ones. Each mixing changes the density, and the changed density acts back on every other mixing through the Hartree and exchange-correlation potentials. With $N_v$ occupied and $N_c$ virtual orbitals there are $N_vN_c$ such mixings, and their mutual coupling is a matrix with $N_v^2N_c^2$ entries. If the system size $N$ doubles, this matrix becomes sixteen times larger. The densities through which the mixings interact, however, are functions of a single position, and the number of functions needed to describe them may grow much more slowly.

A matrix with $O(N^4)$ entries cannot be written out in $O(N^3)$ operations. What can be built at cubic cost is a factored form that acts on vectors without being expanded.

\subsection{The matrix and its direct cost}

We use Hartree atomic units, a closed-shell ground state, real orbitals $\phi_i$ (occupied) and $\phi_a$ (virtual), and an adiabatic semilocal functional. Let $\Delta_{ia}=\varepsilon_a-\varepsilon_i>0$. In a free oscillation of frequency $\omega$, each occupied orbital becomes
\begin{equation}
e^{-i\varepsilon_i t}\Big[\phi_i+\sum_a\big(X_{ia}e^{-i\omega t}+Y_{ia}^*e^{i\omega t}\big)\phi_a\Big].
\end{equation}
With two electrons per orbital, the part of the density change proportional to $e^{-i\omega t}$ is $2\sum_{ia}\phi_i\phi_a(X+Y)_{ia}$. The kernel $F$ turns it into a potential, whose matrix elements are $2K(X+Y)$, with
\begin{equation}
K_{ia,jb}=\int \phi_i\phi_a\,F[\phi_j\phi_b]\,dx .
\end{equation}
Collecting the two frequencies in the first-order Kohn--Sham equation gives
\begin{align}
\omega X&=\Delta X+2K(X+Y), & -\omega Y&=\Delta Y+2K(X+Y).
\end{align}
Their sum is $\omega(X-Y)=(\Delta+4K)(X+Y)$ and their difference is $\omega(X+Y)=\Delta(X-Y)$. Eliminating $X-Y$ and setting $X+Y=\Delta^{1/2}z$ yields
\begin{equation}
\Omega z=\omega^2z,\qquad \Omega=\Delta^2+4\Delta^{1/2}K\Delta^{1/2}.
\label{casida}
\end{equation}
The factor 4 belongs to singlet excitations: two comes from spin and two from the pair $X,Y$.

On a uniform grid of $N_r$ points with spacing $h$, define $P_{r,ia}=\phi_i(r)\phi_a(r)$. Then
\begin{equation}
K=hP^TFP .
\end{equation}
Once $FP$ is known, the product with $P^T$ takes $N_r(N_vN_c)^2$ multiply-adds. When $N_r$, $N_v$ and $N_c$ are all proportional to $N$, this is $O(N^5)$.

\subsection{Interpolation from a few points}

Choose $N_\mu$ grid points and let $C$ contain the corresponding rows of $P$. We approximate every pair product by its values at these points,
\begin{equation}
P\approx\tilde P=\Theta C .
\end{equation}
The columns of $\Theta$ are interpolation functions. Minimizing $\|P-\Theta C\|_F^2$ requires $(P-\Theta C)C^T=0$, and therefore
\begin{equation}
\Theta=PC^T(CC^T)^{-1},\qquad \tilde P=P\Pi,\qquad \Pi=C^T(CC^T)^{-1}C .
\label{ls}
\end{equation}
Here $\Pi$ is the orthogonal projector on the row space of $C$, whose rows are taken to be linearly independent. The coupling becomes
\begin{equation}
\tilde K=C^TMC=\Pi K\Pi,\qquad M=h\Theta^TF\Theta .
\label{fact}
\end{equation}

Equation (\ref{ls}) also bears on the Coulomb interaction in a periodic cell, whose zero-wavevector component is omitted. Occupied and virtual orbitals are orthogonal, so each column of $P$ sums to zero over the grid. Each column of $\Theta$ is a linear combination of columns of $P$ and also sums to zero. The interpolation functions carry no net charge, so giving the omitted component any finite value would leave their interaction unchanged. This does not settle the long-wavelength limit in three dimensions. There the squared charge component of a dipolar density falls as $q^2$ while the Coulomb interaction grows as $1/q^2$, and their product can stay finite as the wavevector $q$ tends to zero.

\subsection{Pivoted QR without the pair matrix}

Let $p_r$ be the column of $P^T$ belonging to grid point $r$. Column-pivoted QR selects the longest column, removes its direction from all the others, and repeats. Carried out on $P^T$ itself, it handles $N_rN_vN_c$ numbers at each of $N_\mu$ steps, which is quartic. The Gram matrix offers a cheaper route, because the sum over pairs separates:
\begin{equation}
G_{rs}=p_r^Tp_s=\Big[\sum_i\phi_i(r)\phi_i(s)\Big]\Big[\sum_a\phi_a(r)\phi_a(s)\Big].
\label{gram}
\end{equation}
One column of $G$ costs $N_r(N_v+N_c)$ multiply-adds instead of $N_rN_vN_c$.

Suppose that $m$ points have been chosen and that $Q_m$ projects on the span of their columns. Define the remaining Gram matrix $G^{(m)}_{rs}=p_r^T(1-Q_m)p_s$. Its diagonal holds the squared lengths that QR compares, so the next QR pivot $*$ is the largest diagonal entry. The new unit direction is $q=(1-Q_m)p_*/\sqrt{G^{(m)}_{**}}$, and hence
\begin{align}
L_{r,m+1}&=p_r^Tq=\frac{G^{(m)}_{r*}}{\sqrt{G^{(m)}_{**}}},\\
G^{(m+1)}_{rs}&=G^{(m)}_{rs}-L_{r,m+1}L_{s,m+1}.
\end{align}
This is diagonally pivoted Cholesky factorization. In exact arithmetic, and with ties resolved alike, it selects the same points as pivoted QR. The required column is
\begin{equation}
G^{(m)}_{r*}=G_{r*}-\sum_{l\le m}L_{rl}L_{*l},
\end{equation}
so neither $P$ nor the full $G$ is formed.

The factor $L$ also supplies the interpolation functions. Let the columns of $U$ be the directions $q$. Then $L=PU$, and the chosen rows obey $C=L_pU^T$, where $L_p$ is the lower triangular block of $L$ at the chosen points. Since $U^TU=1$,
\begin{equation}
\Theta=PC^T(CC^T)^{-1}=LL_p^T(L_pL_p^T)^{-1}=LL_p^{-1}.
\end{equation}

With $E=P-\tilde P$, the sum of the remaining diagonal is
\begin{equation}
\sum_rG^{(N_\mu)}_{rr}=\sum_r\|(1-\Pi)p_r\|^2=\|E\|_F^2 .
\end{equation}
The fit error is thus known at every step, and the algorithm is:
\begin{enumerate}
\item Start from the diagonal of $G$, whose sum is $\|P\|_F^2$.
\item Add the point with the largest remaining diagonal and update $L$ and the diagonal.
\item Stop when $\|E\|_F\le\epsilon\|P\|_F$.
\item Form $\Theta=LL_p^{-1}$ and $M=h\Theta^TF\Theta$.
\end{enumerate}
Because the diagonal is a difference of squared quantities, rounding limits the relative residual that can be trusted to roughly the square root of machine precision, about $10^{-8}$ in double precision.

\subsection{Operation count}

Adding the Gram columns, the Cholesky updates, the triangular inversion and the two products that give $\Theta$ and $M$, we obtain
\begin{equation}
W_{\rm build}\simeq N_r\Big[N_\mu(N_v+N_c)+\tfrac12N_\mu(N_\mu-1)\Big]+\tfrac13N_\mu^3+2N_rN_\mu^2 .
\label{build}
\end{equation}
The term $\tfrac13N_\mu^3$ is an allowance for the triangular inversion, which takes about $\tfrac16N_\mu^3$ multiply-adds if the zeros of the inverse are skipped and $\tfrac12N_\mu^3$ if they are not. Applying $F$ to $\Theta$ by fast Fourier transforms adds $O(N_\mu N_r\log N_r)$, which is of lower order.

To apply $\tilde K$ to a vector $x_{jb}$, the sums are taken one orbital index at a time:
\begin{align}
s_\mu&=\sum_j\phi_j(\mu)\Big[\sum_bx_{jb}\phi_b(\mu)\Big],\qquad t=Ms,\\
(\tilde Kx)_{ia}&=\sum_\mu\big[\phi_i(\mu)t_\mu\big]\phi_a(\mu).
\end{align}
The leading matrix products take
\begin{equation}
W_{\rm apply}\simeq2N_vN_cN_\mu+N_\mu^2 .
\label{apply}
\end{equation}
Both counts are cubic if $N_\mu\propto N$. The ground-state orbitals are taken as given.

\subsection{Why the number of points can grow linearly}

The free-particle limit can be counted in full. Take a ring of length $Nd$ with $N$ odd, the $N$ lowest plane waves occupied and the next $2N$ virtual. In units of $2\pi/(Nd)$, the occupied wavenumbers reach $(N-1)/2$ in magnitude and the virtual ones reach $(3N-1)/2$. Their products reach $2N-1$. Wavenumber zero is absent, since it would need a virtual partner $-k$ for an occupied $k$, and $-k$ is itself occupied. All other values up to $2N-1$ occur, so the $2N^2$ products span
\begin{equation}
2(2N-1)=4N-2
\end{equation}
functions, or about four per site.

A crystal potential mixes in shorter waves, and the rank at finite tolerance must then be measured. Linear growth is expected when the potential repeats a similar local environment and the orbital energy window stays fixed, but the free-particle count does not prove it for every system. If the virtual window is widened as $N$ grows, the premise $N_c\propto N$ is lost as well.

\subsection{From fit error to excitation error}

Insert $P=\tilde P+E$ into $K$:
\begin{equation}
K-\tilde K=h\big(\tilde P^TFE+E^TF\tilde P+E^TFE\big).
\label{split}
\end{equation}
Since $\tilde P=P\Pi$ and $E=P(1-\Pi)$, the first two terms connect the row space of $C$ with its complement, and the third acts inside the complement. A symmetric matrix with off-diagonal blocks $B$ and $B^T$ has spectral norm $\|B\|_2$, because its square has diagonal blocks $BB^T$ and $B^TB$. With $\|\tilde P\|_2\le\|P\|_2$ and $\|E\|_2\le\|E\|_F$,
\begin{equation}
\|K-\tilde K\|_2\le\|F\|_2\,e\,(p+e),\quad e=\sqrt h\,\|E\|_F,\quad \sqrt h\,\|P\|_2\le p .
\label{bound}
\end{equation}

A value for $p$ follows from (\ref{gram}). Write $hG=A\circ B$, an entrywise product, with $A_{rs}=\sum_i\phi_i(r)\phi_i(s)$ and $B_{rs}=h\sum_a\phi_a(r)\phi_a(s)$. Orthonormality of the virtual orbitals makes $B$ a projector, so $1-B$ has no negative eigenvalue; nor has $A$. By the Schur product theorem $A\circ(1-B)$ has none either, and $A\circ B$ is therefore bounded by the diagonal part of $A$. Since $A_{rr}=n(r)/2$,
\begin{equation}
p=\sqrt{n_{\max}/2}.
\end{equation}

Weyl's inequality for the ordered eigenvalues of (\ref{casida}) gives
\begin{equation}
|\omega_n^2-\tilde\omega_n^2|\le4\Delta_{\max}\|K-\tilde K\|_2 .
\label{weyl}
\end{equation}
If both frequencies are real and $\tilde\omega_n>0$, division by $\omega_n+\tilde\omega_n\ge\tilde\omega_n$ turns this into a bound on $|\omega_n-\tilde\omega_n|$. It loses its force as $\tilde\omega_n\to0$, near an instability of the ground state.

This bound covers the worst vector. For one normalized eigenvector $z$ of $\Omega$, put $y=\Delta^{1/2}z$. When the coupling error is small enough for first-order perturbation theory, (\ref{split}) gives
\begin{equation}
\omega^2-\tilde\omega^2\simeq4h\big[2(\tilde Py)^TF(Ey)+(Ey)^TF(Ey)\big].
\end{equation}
To this order the error depends on $Ey$, the part of this state's own transition density that the interpolation misses. It can be far smaller than the norm of $E$ suggests.

\subsection{A chain of irregular wells}

The test system is a periodic chain of wells, each with nuclear charge 2 and two electrons. All charges interact through $w(u)=1/\sqrt{u^2+a^2}$ with $a=1$ bohr. Well $j=0,1,\dots$ is centred at $4(j+\tfrac12)+0.25\sin(j^2)$ bohr, with $j^2$ in radians; the displacements remove symmetry ties between pivots. Each well contributes one occupied and two virtual orbitals. The truncated virtual space is the same in the explicit and factored calculations, so their difference measures compression and not the error of the truncation.

Exchange is treated in the local density approximation and correlation is omitted. For the uniform gas, the exchange energy per length is
\begin{equation}
e_x(n)=-\int_{-\infty}^{\infty}\frac{\sin^2(\pi nu/2)}{\pi^2u^2}\,w(u)\,du .
\end{equation}
One derivative gives $v_x=-\int\sin(\pi nu)\,w(u)\,du/(2\pi u)$. A second gives
\begin{equation}
f_x=-\tfrac12\int\cos(\pi nu)\,w(u)\,du=-K_0(\pi na),
\end{equation}
because the Fourier transform of $w$ is $w_k=2K_0(|k|a)$, with $K_0$ the modified Bessel function. The Hartree part of $F$ has eigenvalues $w_k\ge0$ and the exchange part is negative, so $\|F\|_2\le\max(\max_{k\ne0}w_k,\max|f_x|)$.

\paragraph{Accuracy for 16 wells.} There are 320 grid points, 16 occupied and 32 virtual orbitals, and 512 pairs. The explicit matrix gives a lowest excitation of $0.33794$ hartree ($9.20$ eV), slightly above the smallest orbital gap of $0.33617$ hartree. The last digit depends on the virtual space: with five virtual orbitals per well the excitation falls to $0.33789$ hartree, and the number of points at $\epsilon=10^{-3}$ rises from 89 to 136. In the following table the last three columns are in hartree, and the last is the largest error among the three lowest excitations relative to explicit diagonalization.

\begin{center}
\begin{tabular}{ccccc}
$\epsilon$ & $N_\mu$ & $\|K-\tilde K\|_2$ & bound & error\\
$10^{-1}$ & 61 & $3.0\times10^{-2}$ & $9.9\times10^{-1}$ & $1.1\times10^{-3}$\\
$10^{-2}$ & 76 & $1.5\times10^{-3}$ & $8.9\times10^{-2}$ & $2.3\times10^{-6}$\\
$10^{-3}$ & 89 & $1.7\times10^{-4}$ & $8.0\times10^{-3}$ & $5.6\times10^{-7}$\\
$10^{-4}$ & 95 & $7.5\times10^{-6}$ & $6.6\times10^{-4}$ & $1.8\times10^{-7}$
\end{tabular}
\end{center}

Going from $\epsilon=10^{-1}$ to $10^{-4}$ takes 34 more points and lowers the coupling error by a factor of about 4000. The error of these three states falls steeply at first and then slowly, so it is not proportional to $\epsilon$. They are a mild test, because the coupling shifts them by only $1.8$ to $3.6\times10^{-3}$ hartree from the bare orbital gaps; at $\epsilon=10^{-1}$ the error is about a third of that shift. Over all 512 ordered excitations the largest errors are $5.5\times10^{-3}$, $3.4\times10^{-4}$, $1.5\times10^{-5}$ and $1.9\times10^{-6}$ hartree. Over this range the count rises from 3.8 to 5.9 points per well, so the number needed per well depends on the tolerance.

At $\epsilon=10^{-3}$ the points and the residual agree with those of pivoted QR applied to $P^T$. The relative residual is $9.0\times10^{-4}$, while the best approximation of the same rank, from the singular value decomposition, has $3.4\times10^{-4}$. Restricting the fit to interpolation from these points therefore costs a factor of 2.6 in residual. The first five points lie within 0.13 bohr of well centres.

The bound can be followed by hand. Here $\|F\|_2\le4.890$ hartree bohr and $p=\sqrt{0.9188/2}=0.678$ bohr$^{-1/2}$. The tabulated bound corresponds to $e=2.40\times10^{-3}$ bohr$^{-1/2}$:
\begin{equation}
4.890\times2.40\times10^{-3}\times(0.678+0.002)\approx8.0\times10^{-3}.
\end{equation}
With $\Delta_{\max}=2.828$ hartree, (\ref{weyl}) allows $4\times2.828\times8.0\times10^{-3}=0.090$ hartree$^2$. Division by $\tilde\omega=0.338$ hartree allows an excitation error of 0.27 hartree, against an observed $5.6\times10^{-7}$ hartree. The guarantee is valid but of no practical use at this tolerance. Since the bound is nearly linear in $e$, a guaranteed error of $10^{-3}$ hartree would require $\epsilon\approx3\times10^{-6}$. Without such a guarantee, one can tighten $\epsilon$ and watch the excitations settle. A small $Ey$ for the lowest states would account for part of the gap between bound and error, and cancellation within $(\tilde Py)^TF(Ey)$ could account for more. Neither was measured here, so their shares remain open.

\paragraph{Cost against size.} At $\epsilon=10^{-3}$, chains of 8, 16 and 32 wells need 44, 89 and 178 points, close to 5.5 per well throughout. For 16 wells, (\ref{build}) gives
\begin{equation}
320\,(89\cdot48+3916)+\tfrac13\,89^3+2\cdot320\cdot89^2\approx7.9\times10^6,
\end{equation}
and (\ref{apply}) gives $2\cdot512\cdot89+89^2\approx9.9\times10^4$. Both agree with the program's tally, which counts the matrix products from their actual shapes, enters the inversion as the same allowance $\tfrac13N_\mu^3$, and leaves out Fourier transforms and entrywise work. The explicit coupling takes $320\cdot512^2\approx8.4\times10^7$, eleven times the factored build; for 32 wells the ratio is 42. From 16 to 32 wells the growth exponents are 3.00 for the build, 2.94 for one application and 5.00 for the explicit matrix.

Cubic construction does not make the whole eigenvalue calculation cubic. Unpreconditioned Lanczos iteration for three states, restarted with a basis of 80 vectors, used 371, 464 and 925 applications for 8, 16 and 32 wells. From 16 to 32 wells, the total application cost rises by
\begin{equation}
\frac{925\times7.61\times10^5}{464\times9.91\times10^4}\approx15,
\end{equation}
an exponent of about 3.9. This value is not universal: it is 3.2 from 8 to 16 wells, and from 16 to 32 wells it becomes about 3.3 with a basis of 120 vectors and 4.2 with 40. A cubic total requires an eigensolver whose number of applications stays bounded as the system grows.

Interpolation should also be compared with applying $K$ directly on the grid. That route is cubic too, with $2N_vN_cN_r\approx3.3\times10^5$ multiply-adds per application for 16 wells, apart from the Fourier transforms. Interpolation saves $2.3\times10^5$ each time and repays its build after about 35 applications. Its advantage over the grid is a smaller prefactor, governed by $N_r/N_\mu=3.6$ here, and not a lower power of $N$. That ratio depends on how fine the grid is chosen. With 10 points per well instead of 20, the three lowest excitations are unchanged to six decimals and $N_\mu$ is still 89, so the ratio is 1.8 and the build is repaid only after about 63 applications.

\subsection{Conditions on the error control}

A fixed relative tolerance does not fix the absolute error bound. Since $h\|P\|_F^2=h\sum_r[n(r)/2]\sum_a\phi_a(r)^2$ is extensive, $e$ may grow as $\sqrt N$ at fixed $\epsilon$; holding $e$ constant requires $\epsilon\propto N^{-1/2}$. The bound on $\|F\|_2$ also grows, logarithmically in this chain, because $K_0(|k|a)$ diverges logarithmically at the smallest wavevector $2\pi/(Nd)$. The measured errors of the three lowest excitations show no such growth: they are $2.6\times10^{-6}$, $5.6\times10^{-7}$ and $7.8\times10^{-8}$ hartree for 8, 16 and 32 wells. The decrease is specific to these states. The coupling shift of the lowest one itself shrinks with size, from $3.9\times10^{-3}$ to $1.8\times10^{-3}$ and $7.6\times10^{-4}$ hartree, while the largest error over the whole spectrum stays near $10^{-5}$ hartree ($1.1\times10^{-5}$, $1.5\times10^{-5}$ and $7.3\times10^{-6}$).

The factorization (\ref{fact}) relies on a kernel that acts on the density change alone. Exact exchange in a hybrid functional also couples occupied--occupied with virtual--virtual products. These need interpolations of their own, and the operation count and error bound derived here do not cover them.

\section*{Computed results}
\begin{verbatim}
WORKED EXAMPLE: 16 wells
softening 1.0 bohr, mean spacing 4.0 bohr, shift amplitude 0.25 bohr
grid spacing 0.20 bohr, grid points 320
occupied 16, virtual 32, pairs 512
density min 0.1237, max 0.9188 per bohr
smallest orbital gap 0.336167 hartree
largest orbital gap 2.828310 hartree
explicit excitations 0.3379426 0.3499884 0.3527173 hartree
lowest explicit excitation 9.1959 eV
sqrt(h)*norm(P) 0.4843, its bound p 0.6778 (bohr^-1/2)
bound on norm of F 4.8904 hartree bohr
columns: tolerance | points | norm(K-Kfit) | bound | max excitation error
(last three in hartree)
1e-01 | 61 | 3.003e-02 | 9.930e-01 | 1.145e-03
1e-02 | 76 | 1.536e-03 | 8.894e-02 | 2.259e-06
1e-03 | 89 | 1.708e-04 | 7.990e-03 | 5.573e-07
1e-04 | 95 | 7.499e-06 | 6.553e-04 | 1.804e-07
AT TOLERANCE 1e-3, 16 wells
relative residual, Cholesky 8.960755e-04
relative residual, pivoted QR 8.960755e-04
relative residual, best same-rank 3.425670e-04
first five points at x = 2.0 22.0 14.0 18.0 42.0 bohr
grid points per interpolation point 3.60
GROWTH WITH SIZE, tolerance 1e-3
wells 8: pairs 128, points 44, points/well 5.500
  multiply-adds: build 9.682e+05, one application 1.320e+04, explicit K 2.621e+06
  lowest excitation: factored 0.3402040, explicit 0.3402045 hartree
  max error of 3 states 2.61e-06 hartree, Lanczos applications 371
wells 16: pairs 512, points 89, points/well 5.562
  multiply-adds: build 7.925e+06, one application 9.906e+04, explicit K 8.389e+07
  lowest excitation: factored 0.3379423, explicit 0.3379426 hartree
  max error of 3 states 5.57e-07 hartree, Lanczos applications 464
wells 32: pairs 2048, points 178, points/well 5.562
  multiply-adds: build 6.345e+07, one application 7.608e+05, explicit K 2.684e+09
  lowest excitation: factored 0.3365014, explicit 0.3365015 hartree
  max error of 3 states 7.81e-08 hartree, Lanczos applications 925
growth exponent, points: 8-16 1.016, 16-32 1.000
growth exponent, factored build: 8-16 3.033, 16-32 3.001
growth exponent, one application: 8-16 2.908, 16-32 2.941
growth exponent, explicit K: 8-16 5.000, 16-32 5.000
\end{verbatim}
